# Shell Filling in Multiexciton Complexes Bound to a Silicon Donor: a numerical check

```python
# RESULT UNDER TEST: a silicon donor with m bound excitons (m+1 electrons, m holes)
# fills its shells as A1^2 (T2,E)^(m-1) Gamma8^m for m = 1..4; the fifth hole
# must enter a new shell. A1, T2, E: valley-orbit combinations of six valleys.
# Gamma8: fourfold valence-band top. One envelope serves all electrons, another
# all holes. Donor units: length eps/m_e, energy m_e/eps^2 (atomic units).
# D_opp, D_adj: valley couplings (opposite, adjacent); contact ratio: electron
# density at the donor per electron, relative to the neutral donor.
import itertools
import math
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize
from scipy.sparse.linalg import eigsh
from scipy.special import spherical_jn

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
KB_EV = const.k / const.e

# Rough parameters in the regime of a shallow donor in silicon
eps, m_t, m_l = 11.4, 0.19, 0.92
gamma1, gamma2, gamma3 = 4.3, 0.34, 1.45
D_adj, D_opp = 0.0022, 0.0017          # eV
split_off = 0.044                      # eV
lattice_nm, valley_fraction, temperature = 0.543, 0.85, 4.2
m_e = 3 / (2 / m_t + 1 / m_l)
m_h = 1 / gamma1
hole_mass = m_h / m_e
mu = 2 * (2 * gamma2 + 3 * gamma3) / 5 / gamma1
unit_ev = HARTREE_EV * m_e / eps**2
unit_nm = BOHR_NM * eps / m_e

# ---------- symmetry content of the six valleys ----------
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            R = np.zeros((3, 3))
            for row in range(3):
                R[row, perm[row]] = signs[row]
            group.append(R)
assert len(group) == 24
valley_char = np.array([2 * np.sum(np.diag(R) == 1) for R in group])
t2_char = np.array([np.trace(R) for R in group])
e_char = np.array([np.sum(np.diag(R) != 0) - 1 for R in group])
for char in (np.ones(24), t2_char, e_char):
    assert abs(np.mean(valley_char * char) - 1) < 1e-12

valley_matrix = np.full((6, 6), -D_adj)
for axis in range(3):
    a, b = 2 * axis, 2 * axis + 1
    valley_matrix[a, a] = valley_matrix[b, b] = 0
    valley_matrix[a, b] = valley_matrix[b, a] = -D_opp
e_a1, e_t2, e_e = -D_opp - 4 * D_adj, D_opp, 2 * D_adj - D_opp
assert np.allclose(np.linalg.eigvalsh(valley_matrix),
                   sorted([e_a1] + 3 * [e_t2] + 2 * [e_e]), atol=1e-12)


# ---------- many-electron problem in the valley basis ----------
def annihilators(modes):
    lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    parity = sp.csr_matrix([[1.0, 0.0], [0.0, -1.0]])
    ops = []
    for k in range(modes):
        op = sp.identity(1, format="csr")
        for j in range(modes):
            factor = parity if j < k else lower if j == k else sp.identity(2)
            op = sp.kron(op, factor, format="csr")
        ops.append(op)
    return ops


c = annihilators(12)                   # mode = 2 * valley + spin
number = [op.T @ op for op in c]
total_number = np.rint(sum(n.diagonal() for n in number)).astype(int)
H_valley = sp.csr_matrix((4096, 4096))
for i in range(6):
    for j in range(6):
        if i != j:
            for s in range(2):
                H_valley = H_valley + valley_matrix[i, j] * (
                    c[2 * i + s].T @ c[2 * j + s])
a1_ops = [sum(c[2 * i + s] for i in range(6)) / math.sqrt(6) for s in range(2)]
inner_number = sum(op.T @ op for op in a1_ops)


def ground_manifold(H, n_electrons):
    idx = np.flatnonzero(total_number == n_electrons)
    w, v = np.linalg.eigh(H[idx][:, idx].toarray())
    count = int(np.sum(w - w[0] < 1e-9))
    states = v[:, :count]
    inner = np.sum(states * (inner_number[idx][:, idx] @ states)) / count
    return w[0], count, inner, idx, states


ideal = {m: ground_manifold(H_valley, m + 1) for m in range(6)}
for m in range(6):
    energy, degeneracy, inner = ideal[m][:3]
    n_inner = min(m + 1, 2)
    assert abs(inner - n_inner) < 1e-8
    assert abs(energy - n_inner * e_a1 - (m + 1 - n_inner) * e_t2) < 1e-10
    assert degeneracy == (2 if m == 0 else math.comb(6, m - 1))

# Removing an inner or an outer electron from the two-exciton complex
full = np.zeros(4096)
full[ideal[2][3]] = ideal[2][4][:, 0]


def removal_energy(op):
    state = op @ full
    norm = np.linalg.norm(state)
    if norm < 1e-3:
        return None
    state = state / norm
    energy = state @ (H_valley @ state)
    assert np.linalg.norm(H_valley @ state - energy * state) < 1e-9
    return energy - ideal[1][0]


inner_lines = [removal_energy(op) for op in a1_ops]
outer_lines = [removal_energy((c[4 * ax + s] - c[4 * ax + 2 + s]) / math.sqrt(2))
               for ax in range(3) for s in range(2)]
inner_lines = [x for x in inner_lines if x is not None]
outer_lines = [x for x in outer_lines if x is not None]
assert inner_lines and outer_lines
assert all(abs(x - (e_t2 - e_a1)) < 1e-9 for x in inner_lines)
assert all(abs(x) < 1e-9 for x in outer_lines)


# ---------- fourfold hole shell ----------
def spin_matrices(j):
    proj = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - proj[1:] * (proj[1:] + 1)), 1)
    return [(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(proj)]


spin_orbit = sum(np.kron(L, S) for L, S in
                 zip(spin_matrices(1), spin_matrices(0.5)))
hole_levels = np.linalg.eigvalsh(-2 / 3 * split_off * spin_orbit)
hole_fill = {0: (1, 0)}
for m in range(1, 6):
    sets = list(itertools.combinations(range(6), m))
    sums = np.array([sum(hole_levels[list(q)]) for q in sets])
    best = np.flatnonzero(sums - sums.min() < 1e-10)
    upper = sum(hole_levels[q] - hole_levels[0] < 1e-10 for q in sets[best[0]])
    hole_fill[m] = (len(best), int(upper))
    assert upper == min(m, 4)
    if m <= 4:
        assert len(best) == math.comb(4, m)

# Heavy-light operator 5/4 - (n.J)^2 averaged over s and p envelopes
J = spin_matrices(1.5)
delta = np.eye(3)
s_average = 1.25 * np.eye(4) - sum(Ji @ Ji for Ji in J) / 3
assert np.allclose(s_average, 0)
p_average = 1.25 * np.eye(12, dtype=complex)
for i in range(3):
    for j in range(3):
        angular = (delta[i, j] * delta + np.outer(delta[i], delta[j])
                   + np.outer(delta[j], delta[i])) / 5
        p_average -= np.kron(angular, J[i] @ J[j])
assert np.allclose(np.linalg.eigvalsh(p_average), 4 * [-0.8] + 6 * [0.2] + 2 * [1])

# Exchange between one promoted hole and the m-1 others (in units of K)
f = annihilators(8)                    # modes 0-3: s envelope, 4-7: p envelope
exchange = sum(f[a].T @ f[4 + b].T @ f[b] @ f[4 + a]
               for a in range(4) for b in range(4))
n_s = np.rint(sum((f[k].T @ f[k]).diagonal() for k in range(4)))
n_p = np.rint(sum((f[k].T @ f[k]).diagonal() for k in range(4, 8)))
for m in (2, 3, 4):
    idx = np.flatnonzero((n_s == m - 1) & (n_p == 1))
    w = np.linalg.eigvalsh(exchange[idx][:, idx].toarray())
    assert abs(w[0] + 1) < 1e-10 and abs(w[-1] - (m - 1)) < 1e-10

# ---------- self-consistent envelopes on a radial grid ----------
h, n_grid = 0.03, 1200
r = h * np.arange(1, n_grid + 1)


def lowest(mass, potential, ell=0):
    diag = 1 / (mass * h**2) + ell * (ell + 1) / (2 * mass * r**2) + potential
    off = np.full(n_grid - 1, -1 / (2 * mass * h**2))
    w, v = eigh_tridiagonal(diag, off, select="i", select_range=(0, 0))
    u = v[:, 0] / math.sqrt(h)
    return w[0], u * np.sign(u.sum())


def coulomb(density):
    outer = density / r
    return h * (np.cumsum(density) / r + outer.sum() - np.cumsum(outer))


def exchange_integral(u_s, u_p):
    prod = u_s * u_p
    far = prod / r**2
    y = np.cumsum(prod * r) / r**2 + r * (far.sum() - np.cumsum(far))
    return h**2 * np.sum(prod * y) / 3


def fields(m, rho_e, rho_h):
    v_e, v_h = coulomb(rho_e), coulomb(rho_h)
    return (-1 / r + m * (v_e - v_h), 1 / r + (m - 1) * v_h - (m + 1) * v_e)


def coupled_level(potential, ell, diagonal):
    # Heavy-light coupling of envelope momenta ell and ell + 2
    x = h * (np.arange(1, n_grid + 2) - 0.5)
    up = sp.diags([1 / h - (ell + 1) / (2 * x[:-1]),
                   -1 / h - (ell + 1) / (2 * x[1:])], [0, -1],
                  shape=(n_grid + 1, n_grid))
    up2 = sp.diags([-1 / h - (ell + 2) / (2 * r),
                    1 / h - (ell + 2) / (2 * r)], [0, 1],
                   shape=(n_grid, n_grid + 1))
    cross = up2 @ up

    def solve(strength):
        mix = strength * math.sqrt(1 - diagonal**2)
        kin = sp.bmat([[(1 + diagonal * strength) * (up.T @ up), mix * cross.T],
                       [mix * cross, (1 - diagonal * strength) * (up2 @ up2.T)]])
        H = kin / (2 * hole_mass) + sp.diags(np.concatenate([potential] * 2))
        return eigsh(H.tocsc(), k=1, sigma=-0.7, v0=np.ones(2 * n_grid),
                     return_eigenvectors=False)[0]

    return solve(0.0), solve(mu)


e0, u0 = lowest(1.0, -1 / r)
assert abs(e0 + 0.5) < 1e-3
assert abs(h * np.sum(u0**2 * coulomb(u0**2)) - 5 / 8) < 2e-3
rho_e, rho_h = u0**2, r**2 * np.exp(-r) / 2
probe = np.where(r < 0.151, -0.1, 0.0)
shift0 = lowest(1.0, -1 / r + probe)[0] - e0
exciton = -0.5 * hole_mass / (1 + hole_mass)
contact, energies, rows = {0: 1.0}, {0: e0}, {}
for m in range(1, 5):
    for _ in range(900):
        pot_e, pot_h = fields(m, rho_e, rho_h)
        eps_e, u_e = lowest(1.0, pot_e)
        eps_h, u_h = lowest(hole_mass, pot_h)
        change_e, change_h = u_e**2 - rho_e, u_h**2 - rho_h
        residual = h * (np.abs(change_e).sum() + np.abs(change_h).sum())
        if residual < 1e-7:
            break
        rho_e, rho_h = rho_e + 0.2 * change_e, rho_h + 0.2 * change_h
    assert residual < 1e-5
    assert abs(r[-1] * pot_e[-1] + 1) < 1e-3
    assert abs(r[-1] * pot_h[-1] + 1) < 1e-3
    kin_e = eps_e - h * np.sum(u_e**2 * pot_e)
    kin_h = eps_h - h * np.sum(u_h**2 * pot_h)
    v_e, v_h = coulomb(u_e**2), coulomb(u_h**2)
    kinetic = (m + 1) * kin_e + m * kin_h
    energies[m] = (kinetic - (m + 1) * h * np.sum(u_e**2 / r)
                   + m * h * np.sum(u_h**2 / r)
                   + (m + 1) * m / 2 * h * np.sum(u_e**2 * v_e)
                   + m * (m - 1) / 2 * h * np.sum(u_h**2 * v_h)
                   - m * (m + 1) * h * np.sum(u_e**2 * v_h))
    assert abs(energies[m] + kinetic) < 3e-3 * kinetic     # virial theorem
    contact[m] = (u_e[0] / u0[0])**2
    shift = lowest(1.0, pot_e + probe)[0] - eps_e
    assert abs(shift / shift0 / contact[m] - 1) < 0.03
    p_e, u_pe = lowest(1.0, pot_e, 1)
    p_h, u_ph = lowest(hole_mass, pot_h, 1)
    assert p_e > eps_e and p_h > eps_h
    k_e = exchange_integral(u_e, u_pe)
    k_h = exchange_integral(u_h, u_ph)
    if m == 2:
        k_grid = 0.025 * (np.arange(600) + 0.5)
        form = h * spherical_jn(1, np.outer(k_grid, r)) @ (u_h * u_ph)
        assert abs(2 / math.pi * 0.025 * np.sum(form**2) / k_h - 1) < 0.01
    s_plain, s_mixed = coupled_level(pot_h, 0, 0.0)
    p_plain, p_mixed = coupled_level(pot_h, 1, -0.8)
    assert abs(s_plain - eps_h) < 2e-3 and abs(p_plain - p_h) < 2e-3
    rows[m] = dict(e_gap=(p_e - eps_e) * unit_ev, e_ex=k_e * unit_ev,
                   h_gap=(p_h - eps_h) * unit_ev,
                   h_mixed=(p_mixed - s_mixed) * unit_ev,
                   h_ex=(k_h if m > 1 else 0.0) * unit_ev,
                   bind=(energies[m - 1] + exciton - energies[m]) * unit_ev)


# ---------- neglected effects: mass anisotropy and intervalley exchange ----------
def mean_inverse_distance(variances):
    def integrand(t):
        return 1 / math.sqrt(np.prod([1 + 2 * t * t * s for s in variances]))
    return 2 / math.sqrt(math.pi) * quad(integrand, 0, np.inf)[0]


def gaussian_energy(logs, masses):
    s_t, s_l = np.exp(logs)
    return (2 / (8 * s_t * masses[0]) + 1 / (8 * s_l * masses[1])
            - mean_inverse_distance([s_t, s_t, s_l]))


iso = minimize(gaussian_energy, [0.1, 0.1], args=((1, 1),), method="Nelder-Mead")
aniso = minimize(gaussian_energy, [0.2, -0.5], args=((m_t / m_e, m_l / m_e),),
                 method="Nelder-Mead")
assert abs(iso.fun + 4 / (3 * math.pi)) < 1e-5
s_t, s_l = np.exp(aniso.x)
u_same = mean_inverse_distance([2 * s_t, 2 * s_t, 2 * s_l]) * unit_ev
u_diff = mean_inverse_distance([s_t + s_l, s_t + s_l, 2 * s_t]) * unit_ev
assert u_same > u_diff
q = 2 * (1 - valley_fraction) * 2 * math.pi / lattice_nm * unit_nm


def exchange_integrand(k):
    return (k / (2 * q) / (1 + k * k / 4)**4
            * math.log(abs((k + q) / (k - q))))


k_valley = 2 / math.pi * sum(quad(exchange_integrand, lo, hi, limit=200)[0]
                             for lo, hi in ((0, q), (q, 2 * q), (2 * q, np.inf)))
assert abs(k_valley * 2 * q**2 - 1) < 0.05     # short-range estimate 1/(2 q^2)
k_valley *= unit_ev

H_extra = sp.csr_matrix((4096, 4096))
for axis in range(3):
    occ = sum(number[4 * axis + k].diagonal() for k in range(4))
    H_extra = H_extra + sp.diags((u_same - u_diff) / 2 * occ * (occ - 1))
    for s in range(2):
        for t in range(2):
            i, j = 4 * axis, 4 * axis + 2
            H_extra = H_extra + k_valley * (
                c[i + s].T @ c[j + t].T @ c[i + t] @ c[j + s])
real_inner = {}
for m in range(1, 5):
    H_real = (contact[m] * H_valley + H_extra).tocsr()
    real_inner[m] = ground_manifold(H_real, m + 1)[2]
    assert real_inner[m] > 1.5

# ---------- printed results ----------
print(f"permittivity {eps}; electron masses {m_t}, {m_l} (free mass)")
print(f"mean electron mass {m_e:.4f}, hole mass {m_h:.4f} (free mass)")
print(f"Luttinger parameters {gamma1}, {gamma2}, {gamma3}; mu = {mu:.3f}")
print(f"donor energy unit {unit_ev:.5f} eV; radius {unit_nm:.3f} nm"
      f" = {10 * unit_nm:.2f} angstrom")
print(f"couplings: adjacent {D_adj:.4f} eV, opposite {D_opp:.4f} eV")
print(f"levels A1, T2, E: {e_a1:.4f}, {e_t2:.4f}, {e_e:.4f} eV")
print(f"T2-A1 {e_t2 - e_a1:.4f} eV; E-T2 {e_e - e_t2:.4f} eV")
print(f"valence split-off energy {split_off:.3f} eV")
print("FILLING: m | A1 | T2,E | Gamma8 | next hole shell | g_e | g_h")
for m in range(6):
    inner = round(ideal[m][2])
    g_hole = hole_fill[m][0] if m <= 4 else "-"
    print(f"  {m} | {inner} | {m + 1 - inner} | {hole_fill[m][1]} | "
          f"{m - hole_fill[m][1]} | {ideal[m][1]} | {g_hole}")
print("ELECTRONS: m | contact ratio | T2-A1 gap eV | E-T2 eV")
for m in range(5):
    print(f"  {m} | {contact[m]:.3f} | {contact[m] * (e_t2 - e_a1):.5f} | "
          f"{contact[m] * (e_e - e_t2):.5f}")
print("LINES: m | beta minus alpha, eV")
for m in range(2, 5):
    print(f"  {m} | {contact[m - 1] * (e_t2 - e_a1):.5f}")
print("ELECTRON s-p: m | gap eV | exchange eV | margin above E level eV")
for m, d in rows.items():
    print(f"  {m} | {d['e_gap']:.5f} | {d['e_ex']:.5f} | "
          f"{d['e_gap'] - d['e_ex'] - contact[m] * e_e:.5f}")
print("HOLE s-p: m | isotropic gap | heavy-light gap | exchange | margin (eV)")
for m, d in rows.items():
    print(f"  {m} | {d['h_gap']:.5f} | {d['h_mixed']:.5f} | {d['h_ex']:.5f} | "
          f"{d['h_mixed'] - d['h_ex']:.5f}")
print(f"free exciton energy in the model {exciton * unit_ev:.5f} eV")
print("MEAN FIELD: m | binding of last exciton eV (negative: unbound)")
for m, d in rows.items():
    print(f"  {m} | {d['bind']:.5f}")
print(f"anisotropic/isotropic donor energy (Gaussian) {aniso.fun / iso.fun:.4f}")
print(f"repulsion same axis {u_same:.5f}, different {u_diff:.5f} eV")
print(f"intervalley exchange, opposite valleys {k_valley:.5f} eV")
print("A1 occupation with these two effects, m=1..4: "
      + ", ".join(f"{real_inner[m]:.4f}" for m in range(1, 5)))
thermal = KB_EV * temperature
print(f"thermal energy at {temperature} K: {thermal:.6f} eV")
print(f"E/T2 population ratio, one outer electron, m=2: "
      f"{4 / 6 * math.exp(-contact[2] * (e_e - e_t2) / thermal):.3f}")
print(f"Boltzmann factor of the T2-A1 gap, m=1: "
      f"{math.exp(-contact[1] * (e_t2 - e_a1) / thermal):.2e}")
print("verified")
```

Printed output:

```
permittivity 11.4; electron masses 0.19, 0.92 (free mass)
mean electron mass 0.2583, hole mass 0.2326 (free mass)
Luttinger parameters 4.3, 0.34, 1.45; mu = 0.468
donor energy unit 0.05409 eV; radius 2.335 nm = 23.35 angstrom
couplings: adjacent 0.0022 eV, opposite 0.0017 eV
levels A1, T2, E: -0.0105, 0.0017, 0.0027 eV
T2-A1 0.0122 eV; E-T2 0.0010 eV
valence split-off energy 0.044 eV
FILLING: m | A1 | T2,E | Gamma8 | next hole shell | g_e | g_h
  0 | 1 | 0 | 0 | 0 | 2 | 1
  1 | 2 | 0 | 1 | 0 | 1 | 4
  2 | 2 | 1 | 2 | 0 | 6 | 6
  3 | 2 | 2 | 3 | 0 | 15 | 4
  4 | 2 | 3 | 4 | 0 | 20 | 1
  5 | 2 | 4 | 4 | 1 | 15 | -
ELECTRONS: m | contact ratio | T2-A1 gap eV | E-T2 eV
  0 | 1.000 | 0.01220 | 0.00100
  1 | 0.572 | 0.00698 | 0.00057
  2 | 0.395 | 0.00481 | 0.00039
  3 | 0.306 | 0.00373 | 0.00031
  4 | 0.253 | 0.00309 | 0.00025
LINES: m | beta minus alpha, eV
  2 | 0.00698
  3 | 0.00481
  4 | 0.00373
ELECTRON s-p: m | gap eV | exchange eV | margin above E level eV
  1 | 0.01024 | 0.00070 | 0.00800
  2 | 0.00731 | 0.00078 | 0.00546
  3 | 0.00609 | 0.00086 | 0.00440
  4 | 0.00546 | 0.00093 | 0.00385
HOLE s-p: m | isotropic gap | heavy-light gap | exchange | margin (eV)
  1 | 0.00449 | 0.00264 | 0.00000 | 0.00264
  2 | 0.00498 | 0.00295 | 0.00162 | 0.00133
  3 | 0.00502 | 0.00299 | 0.00161 | 0.00137
  4 | 0.00495 | 0.00297 | 0.00159 | 0.00138
free exciton energy in the model -0.01281 eV
MEAN FIELD: m | binding of last exciton eV (negative: unbound)
  1 | -0.00417
  2 | -0.00626
  3 | -0.00653
  4 | -0.00660
anisotropic/isotropic donor energy (Gaussian) 1.1531
repulsion same axis 0.03744, different 0.03647 eV
intervalley exchange, opposite valleys 0.00042 eV
A1 occupation with these two effects, m=1..4: 1.9973, 1.9892, 1.9806, 1.9816
thermal energy at 4.2 K: 0.000362 eV
E/T2 population ratio, one outer electron, m=2: 0.224
Boltzmann factor of the T2-A1 gap, m=1: 4.25e-09
verified
```
